# The Tsu-Esaki formula for planar elastic tunnelling, with its transverse-mass condition

Take a dielectric film 10 nm thick between two metal electrodes, with a barrier of 2 eV and a bias of 4 V. Let the electron mass for motion across the film be $0.4\,m_0$, where $m_0$ is the free-electron mass. If the mass for motion along the film is $m_0$, the tunnelling current density at 300 K is $6.77\times10^{-6}$ A/cm². If that mass is also $0.4\,m_0$, the current density is $2.71\times10^{-6}$ A/cm², smaller by a factor 0.400. An electron at normal incidence has no motion along the film, so its transmission is the same in both cases. The current nevertheless falls by the ratio of the masses. The reason lies in the integration over transverse momentum, which also produces the Tsu-Esaki formula.

## Setting and assumptions

The film fills $0<z<L$, with electrodes on either side. Write $\mathbf k_t=(k_x,k_y)$ for the transverse wave vector, $k_t$ for its length and $E$ for the total energy. The assumptions are these.

1. **Planarity.** Potential energy $U(z)$ and masses depend on $z$ alone.
2. **Elastic, coherent transfer.** Each electron obeys a one-electron Schrödinger equation with real $U(z)$ and keeps its energy.
3. **Parabolic bands with one transverse mass.** The transverse kinetic energy is $E_t=\hbar^2k_t^2/(2m)$, with the same $m$ in both electrodes and in the film. The longitudinal mass $m_z(z)$ may vary.
4. **Equilibrium electrodes.** Electrons arriving from the left and right follow Fermi functions $f_L(E)$ and $f_R(E)$ with a common temperature $T$ and Fermi energies $\mu_L$ and $\mu_R=\mu_L-eV$.

Here $e>0$ and $V>0$, so the net electron flow runs from left to right. $J$ denotes the magnitude of the current density; the conventional current points the other way. Spin gives a factor 2. The band bottoms of the electrodes are $U_L$ and $U_R$, and $U_0$ is the higher of the two.

**Theorem (Tsu-Esaki).** Under assumptions 1 to 4,

$$J=\frac{em}{2\pi^2\hbar^3}\int_{U_0}^{\infty}D(E_z)\,S(E_z)\,dE_z,$$

$$S(E_z)=k_BT\ln\frac{1+e^{(\mu_L-E_z)/k_BT}}{1+e^{(\mu_R-E_z)/k_BT}},$$

where $E_z=E-E_t$ is the longitudinal energy, $D$ the transmission probability and $S$ the supply function.

The proof needs three lemmas.

## Lemma 1: the transmission depends on $E_z$ alone

*Proof.* By planarity, $\psi=e^{i(k_xx+k_yy)}\phi(z)$ solves the wave equation, and $\mathbf k_t$ is conserved. For a transverse mass $m_t(z)$ that is still general,

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m_z}\frac{d\phi}{dz}\right)+\left[U(z)+\frac{\hbar^2k_t^2}{2m_t(z)}\right]\phi=E\phi .$$

At an interface $\phi$ and $\phi'/m_z$ are continuous. If $m_t(z)=m$ everywhere, the transverse term is the constant $E_t$. Moving it to the right-hand side gives

$$-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac{1}{m_z}\frac{d\phi}{dz}\right)+U(z)\phi=E_z\phi .$$

Neither this equation nor the matching conditions contain $k_t$ separately. ∎

Conservation of $\mathbf k_t$ follows from planarity alone. The reduction to one energy variable also needs the equal transverse masses.

## Lemma 2: both directions have the same transmission

*Proof.* Let $k_L,k_R$ be the longitudinal wave numbers in the electrodes and $v_L=\hbar k_L/m_L$, $v_R=\hbar k_R/m_R$ the velocities, with $m_L,m_R$ the longitudinal masses there. A wave incident from the left has the form

$$\phi_1=e^{ik_Lz}+re^{-ik_Lz}\ \text{(left)},\qquad \phi_1=te^{ik_Rz}\ \text{(right)}.$$

A wave of the same energy incident from the right is

$$\phi_2=t'e^{-ik_Lz}\ \text{(left)},\qquad \phi_2=e^{-ik_Rz}+r'e^{ik_Rz}\ \text{(right)}.$$

Multiply the equation for $\phi_2$ by $\phi_1$, that for $\phi_1$ by $\phi_2$, and subtract. The potential and energy terms cancel, which leaves

$$\frac{d}{dz}\left[\frac{\phi_1\phi_2'-\phi_2\phi_1'}{m_z}\right]=0 .$$

The bracket is therefore the same in both electrodes. On the left, the terms containing $r$ cancel and its value is $-2ik_Lt'/m_L$. On the right, the terms containing $r'$ cancel and its value is $-2ik_Rt/m_R$. Hence $v_Lt'=v_Rt$.

Transmission is a ratio of fluxes, so

$$D_{L\to R}=\frac{v_R}{v_L}|t|^2,\qquad D_{R\to L}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}|t|^2=D_{L\to R}.$$

Below $U_0$ at least one electrode has no propagating wave, and no current is transmitted. ∎

## Lemma 3: the transverse Fermi integral

$$\int_0^\infty\frac{dE_t}{1+e^{(E_z+E_t-\mu)/k_BT}}=k_BT\ln\left[1+e^{(\mu-E_z)/k_BT}\right].$$

*Proof.* Put $u=e^{-(E_z+E_t-\mu)/k_BT}$. The integrand becomes $u/(1+u)$, and $dE_t=-k_BT\,du/u$. As $E_t$ runs from 0 to infinity, $u$ falls from $u_0=e^{(\mu-E_z)/k_BT}$ to 0. The minus sign reverses the limits:

$$k_BT\int_0^{u_0}\frac{du}{1+u}=k_BT\ln(1+u_0).\qquad ∎$$

The upper limit treats the parabolic band as unbounded. This is harmless when the real band extends many $k_BT$ above both $\mu$ and $E_z$.

## Proof of the theorem

The electrons incident from the left in $d^3k$ have density $2f_L\,d^3k/(2\pi)^3$ and carry the transmitted flux $v_LD$ each. At fixed $\mathbf k_t$,

$$v_L\,dk_L=\frac{1}{\hbar}\frac{dE_z}{dk_L}\,dk_L=\frac{dE_z}{\hbar}.$$

The velocity has cancelled the one-dimensional density of states. The same holds on the right, so by Lemma 2 the opposing flows differ in their occupations alone:

$$J=2e\int\frac{d^2k_t}{(2\pi)^2}\int_{U_0}^{\infty}\frac{dE_z}{2\pi\hbar}\,D(E_z)\,[f_L(E)-f_R(E)].$$

If one prefers to describe tunnelling as transfer into empty final states, the occupations enter as $f_L(1-f_R)-f_R(1-f_L)$. The products $f_Lf_R$ cancel and the same difference remains.

In polar coordinates the angle gives $2\pi$. Since $dE_t=\hbar^2k_t\,dk_t/m$,

$$d^2k_t\to2\pi k_t\,dk_t=\frac{2\pi m}{\hbar^2}\,dE_t .$$

The constants combine to

$$2e\cdot\frac{1}{4\pi^2}\cdot\frac{2\pi m}{\hbar^2}\cdot\frac{1}{2\pi\hbar}=\frac{em}{2\pi^2\hbar^3}.$$

By Lemma 1, $D$ can be taken outside the $E_t$ integral. What remains inside is the difference of two integrals of the kind in Lemma 3. The difference of their logarithms is $S$. ∎

Multiplied by $m/(2\pi\hbar^2)$, the supply function is thus the number of transverse states per unit area and per spin, each weighted by the difference in occupation $f_L-f_R$. At a given $E_z$, all electrons on a disc in the $(k_x,k_y)$ plane meet the same one-dimensional barrier.

## Three limits

**Zero temperature.** With $x=\mu-E_z$,

$$k_BT\ln(1+e^{x/k_BT})=\max(x,0)+k_BT\ln(1+e^{-|x|/k_BT}).$$

The last term lies between 0 and $k_BT\ln2$, so it vanishes as $T\to0$. If $\mu_R>U_0$, then

$$J_0=\frac{em}{2\pi^2\hbar^3}\left[eV\int_{U_0}^{\mu_R}D\,dE_z+\int_{\mu_R}^{\mu_L}(\mu_L-E_z)D\,dE_z\right].$$

Below $\mu_R$ both electrodes are occupied, and the difference in the supply is the constant $eV$. Between the Fermi energies the supply falls linearly to zero.

**Small bias.** The derivative of $k_BT\ln[1+e^{(\mu-E_z)/k_BT}]$ with respect to $\mu$ is the Fermi function at $E_z$. For $eV\ll k_BT$, to first order in $V$, $S\approx eV f(E_z)$ and

$$J\approx V\,\frac{e^2m}{2\pi^2\hbar^3}\int_{U_0}^\infty D(E_z)f(E_z)\,dE_z,$$

with $D$ taken at zero bias. The film is then ohmic even though each electron tunnels.

**Emission over a step.** Let $D=0$ below an energy $U_b$ and $D=1$ above it. Let $U_b-\mu_L\gg k_BT$, and let the return flow be negligible. Then $\ln(1+u)\approx u$ gives $S\approx k_BTe^{-(E_z-\mu_L)/k_BT}$. Its integral from $U_b$ upward supplies another factor $k_BT$:

$$J=\frac{em(k_BT)^2}{2\pi^2\hbar^3}e^{-(U_b-\mu_L)/k_BT}=\frac{4\pi emk_B^2}{h^3}\,T^2e^{-(U_b-\mu_L)/k_BT},$$

where $\hbar^3=h^3/(8\pi^3)$ was used. This is the Richardson law. For $m=m_0$ its constant is 120.2 A/(cm² K²). Tunnelling and emission over the barrier are therefore parts of one integral and should not be added a second time.

## When the film has a different transverse mass

Suppose that the electrodes have transverse mass $m$ and the film has $m_b$. In the film the transverse energy is $\hbar^2k_t^2/(2m_b)=E_t\,m/m_b$. Subtracting $E_t$ from both sides of the wave equation now leaves an extra barrier

$$\Delta U=E_t\left(\frac{m}{m_b}-1\right)$$

at fixed $E_z$. For $m_b<m$, oblique electrons meet a higher barrier. The energy left for longitudinal motion inside the film is

$$W=E-\frac{\hbar^2k_t^2}{2m_b}.$$

**Proposition.** Suppose that, for the states that carry appreciable current, the transmission is a function $D_0(W)$, and that the band edges of the electrodes exclude none of these states. Then

$$J\approx\frac{em_b}{2\pi^2\hbar^3}\int D_0(W)\,S(W)\,dW .$$

*Proof.* At fixed $\mathbf k_t$, $dE_z=dE=dW$. Put $\epsilon=\hbar^2k_t^2/(2m_b)$, so that $d^2k_t\to(2\pi m_b/\hbar^2)\,d\epsilon$ and $E=W+\epsilon$. At fixed $W$, Lemma 3 applies with $\epsilon$ in place of $E_t$. The constants combine as before, with $m_b$ in place of $m$. ∎

At normal incidence $W=E_z$, so $D_0$ is the transmission function used in the theorem. The current is therefore multiplied by about $m_b/m$. This explains the opening numbers: $m_b/m=0.4$, and the computed ratio is 0.400. The second current there was found without the proposition, by solving the linear barrier with Airy functions for each pair $(E_z,E_t)$ and integrating numerically over both energies.

The proposition is approximate because reflection at the interfaces also depends on the wave numbers in the electrodes, which are set by $E_z$ and not by $W$. The tunnelling exponent in the WKB approximation depends on $W$ alone.

## A 10 nm film at 4 V

The electrodes have mass $m_0$ and a Fermi energy of 7 eV above the band bottom. The barrier top is $\mu_L+2\ \text{eV}-eVz/L$. The field is $4\ \text{V}/10\ \text{nm}=4$ MV/cm, so the energy falls by 0.4 eV per nm. An electron at $\mu_L$ leaves the forbidden region after $2/0.4=5$ nm and crosses the other 5 nm in the conduction band of the film. In the base case the film has longitudinal mass $0.4\,m_0$ and transverse mass $m_0$, as the theorem requires.

The transmission was computed by dividing the film into 500 slices of constant potential and matching $\phi$ and $\phi'/m_z$ between them. The prefactor is $1.618\times10^{10}$ A/(cm² eV²), and $k_BT=0.02585$ eV.

| $E_z-\mu_L$ (eV) | $D$ | $S$ (eV) | $dJ/dE_z$ (A/(cm² eV)) |
|---|---|---|---|
| −0.2 | $6.75\times10^{-16}$ | 0.200 | $2.18\times10^{-6}$ |
| −0.1 | $9.63\times10^{-15}$ | 0.101 | $1.57\times10^{-5}$ |
| 0 | $1.40\times10^{-13}$ | 0.0179 | $4.05\times10^{-5}$ |
| 0.1 | $7.02\times10^{-13}$ | $5.35\times10^{-4}$ | $6.07\times10^{-6}$ |
| 0.2 | $1.09\times10^{-11}$ | $1.13\times10^{-5}$ | $1.99\times10^{-6}$ |

At $E_z=\mu_L$ the right-hand supply is negligible and $S=k_BT\ln2=0.0179$ eV. The last column is then

$$1.618\times10^{10}\times1.397\times10^{-13}\times0.01792=4.05\times10^{-5}\ \text{A/(cm² eV)}.$$

Numerical integration over $E_z$ gives $J=6.77\times10^{-6}$ A/cm², or $6.77\times10^{-2}$ A/m². The integrand is largest 0.025 eV below $\mu_L$, and 66% of the current has $E_z<\mu_L$. Lower down, the transmission is too small; higher up, the supply is.

The transmission does not grow evenly. Successive steps of 0.1 eV multiply it by about 14, 15, 5 and 15. Part of the wave is reflected at the exit plane and returns to the turning point, where the barrier begins. The phase gathered on this round trip is $2\int k\,dz$. Because the potential is linear, its derivative with respect to energy is $2k(L)/(eF)$, with $F$ the field. At $\mu_L$ the kinetic energy at the exit is $4-2=2$ eV, so $k(L)=\sqrt{2(0.4m_0)(2\ \text{eV})}/\hbar=4.58$ nm⁻¹. The phase changes by $2\times4.58/0.4=22.9$ rad per eV, and the interference repeats about every $2\pi/22.9=0.27$ eV. This is the energy scale of the uneven growth.

Thickness shows the same effect. For nine thicknesses from 9.6 to 10.4 nm at fixed field, the current lies between 0.83 and 1.00 times its value at 10 nm. The forbidden region is the same in all nine; what moves is the exit plane.

Temperature enters through $S$, since $D$ is held fixed. At zero temperature $J_0=3.65\times10^{-6}$ A/cm², so 300 K raises the current by a factor 1.86. Going on to 378 K (105 °C) raises it by a further factor 1.55.

## The return flow at low bias

At 4 V the right electrode supplies hardly any electrons near $\mu_L$. A film of 4 nm at 0.05 V, with the same barrier, masses and temperature, behaves differently. The flow from left to right alone would give $1.343\times10^{-7}$ A/cm², and the return flow is $0.871\times10^{-7}$ A/cm². Their difference is the current, $4.72\times10^{-8}$ A/cm².

The return flow is 65% of the forward flow. For electrons far above both Fermi energies, the ratio of the supplies would be $e^{-eV/k_BT}=e^{-0.05/0.02585}=0.14$. Far below both, it is close to $(\mu_R-E_z)/(\mu_L-E_z)$, which approaches 1 with depth. The large return flow shows that electrons below the Fermi energies matter here, so a Boltzmann factor for the whole current would be wrong.

## Comparison with real low-k films

The parameters are round values in the rough range of a carbon-doped oxide between metal lines. Barrier height and tunnelling mass depend on the film and its interfaces and are uncertain. A single parabolic mass is itself an idealisation for an electron that enters 2 eV below the band edge of the film and leaves 2 eV above it. A field of 4 MV/cm belongs to a stress test rather than to normal circuit operation; it is 0.57 of a rough breakdown field of 7 MV/cm. An amorphous film has no preferred direction, so the isotropic mass, with its factor 0.40, is the more natural choice. Real films also contain defects, which break planarity and open paths that do not conserve $\mathbf k_t$. Scattering in the 5 nm that the electron crosses in the film's conduction band would weaken the interference described above, which relies on coherent transfer. The following estimates change one thing at a time from the base case, and their factors should not simply be multiplied.

*Image force.* The nearest image in each electrode adds

$$-\frac{e^2}{16\pi\varepsilon_0\varepsilon_\infty}\left(\frac1z+\frac1{L-z}\right)$$

to the potential energy. With optical permittivity $\varepsilon_\infty=2.0$, and the potential cut off at the line joining the two band bottoms, the current rises by a factor 34. This overstates the effect, because the further images that arise between two metals partly cancel the lowering; with the full series the factor is about 22. Both factors depend on the cut-off: placing it at the line joining the two Fermi energies lowers each by a quarter or more. The bare trapezoid is therefore a poor source of absolute currents at this field, although the Tsu-Esaki integral still applies to the rounded barrier.

*Trapped charge.* A sheet of $n=10^{12}$ electrons per cm² at mid-film, at fixed bias and static permittivity $\varepsilon_s=2.7$, lowers the field at the injecting electrode by $en/(2\varepsilon_0\varepsilon_s)=0.335$ MV/cm. The current drops to 0.061 of its former value.

*Resonant traps.* Consider a trap aligned with $\mu_L$ and placed so that the two barriers beside it each transmit about $\sqrt{D(\mu_L)}$. With a rough attempt rate of $10^{13}$ s⁻¹ and two equal steps in series, it passes

$$\tfrac12\times10^{13}\times\sqrt{1.397\times10^{-13}}\approx2\times10^{6}\ \text{electrons per second}.$$

The direct current is matched by $J/(e\times2\times10^6\ \text{s}^{-1})\approx2\times10^7$ such traps per cm², a mean spacing of about 2 µm. The density is uncertain by orders of magnitude, because the rate depends on the size and depth of the trap. The rate above also takes the left electrode as fully occupied at the trap energy; at $\mu_L$ itself $f_L=1/2$, which halves it. In a simple model of a narrow one-dimensional well the rate is hundreds of times higher, and correspondingly fewer traps are needed. The estimate still indicates that very few well-placed defects can carry as much as direct tunnelling. The computed $J$ is thus the direct-tunnelling contribution for the stated barrier and not a prediction of the total leakage.
